# Why Hot Buckingham Melts Can Collapse and How a Splice Prevents It

## What dimensions fix

The Buckingham repulsion $Ae^{-r/\rho}$ contains an energy $A$ and a length $\rho$. It varies over the distance $\rho$ and cannot exceed $A$. The attraction $-C/r^6$ contains no length of its own: halving $r$ multiplies it by 64, at any $r$. At short enough distance a bounded function therefore meets an unbounded one and loses.

For ions, add the Coulomb energy. With $K=|q_1q_2|/(4\pi\varepsilon_0)>0$, a cation-anion pair has

$$V(r)=Ae^{-r/\rho}-\frac{C}{r^6}-\frac{K}{r},\qquad A,\rho,C>0 .$$

Measure distance by $x=r/\rho$ and energy by $A$. Two pure numbers remain:

$$\frac{V}{A}=e^{-x}-\frac{g}{6x^6}-\frac{h}{x},\qquad g=\frac{6C}{A\rho^6},\qquad h=\frac{K}{A\rho}.$$

They decide whether a barrier exists and how high it is in units of $A$. Temperature enters through $k_BT/A$, and the ion mass $m$ only through the time unit $\rho\sqrt{m/A}$.

Multiplying $V$ by $r^6$ gives

$$r^6V=r^6Ae^{-r/\rho}-C-Kr^5\;\longrightarrow\;-C\qquad(r\to0).$$

For like charges the last term becomes $+Kr^5$, which also vanishes. Like-charge repulsion thus cannot stop the fall. Any well is metastable, and what matters is the barrier in front of the fall.

The example uses round parameters: $A=4000$ eV, $\rho=0.027$ nm, $C=10^{-4}$ eV nm$^6$, charges $+2.4$ and $-1.2$ elementary charges, so $K=4.147$ eV nm. Then

$$g=\frac{6\times10^{-4}}{4000\,(0.027)^6}=387,\qquad h=\frac{4.147}{4000\times0.027}=0.0384 .$$

## Repulsion against dispersion

Leave out the charges first. The force, positive when repulsive, is

$$f=-\frac{dV}{dr}=\frac A\rho\left(e^{-x}-\frac g{x^7}\right),$$

and it vanishes where $x^7e^{-x}=g$. The left side rises from zero to its maximum $7^7e^{-7}=751$ at $x=7$ and then falls. For $g<751$ there are two solutions. Between them the force is repulsive, so the inner one is a barrier top and the outer one a well. For $g>751$ the force is attractive at every distance.

To solve for $x$, take the seventh root and multiply by $-1/7$:

$$-\frac x7\,e^{-x/7}=-\frac{g^{1/7}}7
\quad\Rightarrow\quad x=-7\,W\!\left(-\frac{g^{1/7}}7\right),$$

where the Lambert function $W$ is defined by $We^W=y$. Its branch with $W>-1$ gives $x<7$, the top; the other real branch gives the well. Here they lie at 0.118 nm and 0.284 nm.

## Repulsion against Coulomb attraction

Now set $C=0$ and keep the charges. The energy still tends to $-\infty$, as $-K/r$, because the exponential is finite. Dispersion is thus not the sole possible cause of a fall between opposite charges. The position of the top shows what it contributes.

Without dispersion, zero force requires $e^{-x}=h/x^2$, or $x=\sqrt h\,e^{x/2}$. Starting from $\sqrt h=0.196$ and iterating gives $x=0.219$ for the inner solution, so $r=0.0059$ nm. The energy there is

$$V=4000\left(e^{-0.219}-\frac{0.0384}{0.219}\right)\approx2500\ \text{eV}$$

above separated ions. Thermal energies near 0.5 eV do not reach it. In this example it is the $r^{-6}$ term that brings the edge of the fall within thermal reach.

## All three contributions together

With both attractions present,

$$f=\frac A{\rho x^7}\left[F(x)-g\right],\qquad F(x)=x^7e^{-x}-hx^5 .$$

The number of stationary points follows from the shape of $F$. Its derivative is

$$F'(x)=x^4\left[x^2(7-x)e^{-x}-5h\right].$$

The function $x^2(7-x)e^{-x}$ has derivative $x(x^2-10x+14)e^{-x}$, which changes sign at $x=5\pm\sqrt{11}$. On $0<x<7$ the function therefore rises once and falls once, and beyond 7 it is negative. Hence $F$ either falls throughout, or falls, rises and falls again. Since $F(0)=0$, the first fall lies below zero and cannot meet the positive number $g$. There are thus two stationary points or none, apart from the marginal case in which they merge.

This was tested on 400 random pairs with $g$ between 1 and about 2000 and $h$ between 0.001 and 1, leaving out cases within 1% of the margin. The turning points counted on the energy curve numbered two when the peak of $F$ exceeded $g$, and none otherwise.

If there are none, the isolated pair has no barrier. Like charges differ: the condition becomes $x^7e^{-x}+hx^5=g$, whose left side runs from zero to infinity, so a top always exists, with the fall inside it.

In the example the cation-anion pair has its top at 0.1300 nm and its well at 0.1636 nm. The forces at the top follow from the energies there:

- exponential: $32.40/0.027=1200$ eV/nm outward;
- dispersion: $6\times20.69/0.13=955$ eV/nm inward;
- Coulomb: $31.89/0.13=245$ eV/nm inward.

Dispersion supplies about 80% of the attraction that cancels the repulsion. In energy it has not yet overtaken the exponential, but its slope is steeper relative to its size. At 0.10 nm the two energies are 98.5 and $-100.0$ eV. At 0.05 nm they are 628 and $-6400$ eV, and the total is about $-5855$ eV.

## The neighbours' contribution

The isolated pair has a barrier of only 1.04 eV above its own well. In an oxide, however, an anion is also held by other cations. The simplest model of this puts it on the line between two fixed cations, each at distance $a=0.21$ nm from the midpoint. For a displacement $x$, now a length,

$$E(x)=V(a-x)+V(a+x).$$

The top lies 0.1265 nm from the near cation, so the far one is at $0.42-0.1265=0.2935$ nm. Subtracting the energies at the midpoint from those at the top gives, in eV:

- exponential: $+35.2$ near, $-1.6$ far, together $+33.6$;
- dispersion: $-23.2$ near, $+1.0$ far, together $-22.2$;
- Coulomb: $-13.0$ near, $+5.6$ far, together $-7.4$.

The sum is the barrier, $E_b=4.0$ eV. It is a small difference of large terms, so modest changes of $A$, $\rho$ or $C$ can shift it strongly.

Adding by cation instead gives $-1.0$ eV from the near one and $+5.0$ eV from the far one. The near pair by itself would lower its energy in moving from 0.21 nm to the top. In this cage, the cost of leaving the far cation is what protects the anion.

## The contribution of temperature

Let the anion have mass $m=16$ u and be in classical equilibrium inside the tops. The probability density of being at a top with velocity $v$ is

$$\frac{e^{-E_b/k_BT}}{Z}\sqrt{\frac m{2\pi k_BT}}\,e^{-mv^2/2k_BT},\qquad
Z=\int e^{-E(x)/k_BT}\,dx ,$$

with $E$ measured from the well and the integral taken between the tops. The outward flux is the integral of $v$ times this density over $v>0$. Since $\int_0^\infty v\,e^{-mv^2/2k_BT}dv=k_BT/m$, one top contributes $\sqrt{k_BT/2\pi m}\;e^{-E_b/k_BT}/Z$. Two tops give

$$k=2\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-E_b/k_BT}}Z .$$

At low temperature the well is harmonic, $E\simeq\frac12m\omega^2x^2$, and $Z=\sqrt{2\pi k_BT/m\omega^2}$. Then $k=(\omega/\pi)e^{-E_b/k_BT}$: two attempts per vibration period, each succeeding with the Boltzmann probability.

At 6000 K, $k_BT=0.517$ eV and $E_b/k_BT=7.7$. The rate is $9.8\times10^{-3}$ per ps. At 2000 K it is $1.7\times10^{-9}$ per ps, and at 300 K about $10^{-66}$ per ps. The potential is equally unbounded in all three cases; the hot stage makes the defect visible.

For $N$ independent anions held for a time $t$, with $kt$ small, the expected number of crossings is $Nkt$. Take 500 anions and 20 ps:

$$Nkt=500\times20\times9.83\times10^{-3}=98\quad(6000\ \text{K}).$$

Here $kt\approx0.2$ is not very small. Since each anion can be lost only once, the expected number of collapses is slightly lower, $500\,(1-e^{-0.197})=89$. At 2000 K the product $Nkt$ is $1.7\times10^{-5}$. It equals one at about 3800 K, where the chance of at least one collapse is $1-e^{-1}=63\%$. Collapse is thus a matter of probability, set by cell size and duration as well as by temperature.

Cooling adds its own exposure. Let the temperature fall from $T_0$ at a constant rate $R$. Near $T_0$, $1/T-1/T_0\simeq(T_0-T)/T_0^2$, and the slowly varying prefactor may be held fixed, so

$$\int k\,dt\simeq\frac{k(T_0)}R\int_0^\infty e^{-E_b\theta/k_BT_0^2}\,d\theta
=k(T_0)\,\frac{k_BT_0^2}{E_bR},\qquad\theta=T_0-T .$$

For $T_0=6000$ K the last fraction is $(0.517\times6000/4.0)/R\approx780\ \text{K}/R$. This leading-order estimate is about 25% too high, because the true $1/T$ grows faster than its linear form: integrating $k(T)$ numerically gives about $620\ \text{K}/R$. A quench at 100 K/ps therefore counts as about 6 ps more at 6000 K.

## The flux formula against trajectories

The flux formula counts every outward crossing, including those that turn back, and assumes that the well stays in equilibrium. Both assumptions tend to make it too large. Langevin trajectories of 4000 independent anions, with friction 20 per ps, do not use the formula. A collapse was recorded once an anion had passed 0.015 nm beyond the top.

At 6000 K, 189 anions collapsed in 6 ps. The survival law $e^{-kt}$ then gives

$$k=-\frac1{6\ \text{ps}}\ln\!\left(1-\frac{189}{4000}\right)=8.1\times10^{-3}\ \text{ps}^{-1},$$

which is 0.82 of the flux value. At 8000 K, 411 collapsed in 2 ps, a ratio of 0.77. Counting noise is about 7% and 5% of these rates. The shortfall has the expected sign. Recrossing explains little of it: for a parabolic top of frequency $\omega_b\approx330$ per ps and friction $\gamma=20$ per ps, Kramers' factor $\sqrt{1+(\gamma/2\omega_b)^2}-\gamma/2\omega_b$ is 0.97, so the rest points to depleted equilibrium. The ratio also depends on the chosen friction: at 8000 K it falls to about 0.35 for $\gamma=4$ per ps, where energy reaches the anion more slowly. If a factor of 0.8 also holds near 3800 K, it raises the onset temperature by roughly 70 K.

At 2000 K none collapsed in 6 ps. The formula predicts $4\times10^{-5}$ events for that run, so the result agrees with it but does not measure the rate.

## What one crossing does to a run

From the pair top to 0.05 nm the pair energy drops by about 5800 eV. A cell with 500 anions and 250 cations would receive $5800/750\approx8$ eV per ion if this energy were shared. The mean thermal kinetic energy at 6000 K is $\frac32k_BT=0.8$ eV. One collapse can therefore disrupt the whole cell. Angular momentum does not prevent it, since the centrifugal energy grows only as $r^{-2}$. With a finite time step, the diverging force also destroys the accuracy of the integration.

A starting structure with a pair already inside the top needs no thermal activation. Random initial positions can thus cause collapse at any temperature unless such overlaps are removed.

## The contribution of a splice

Let $S(r)=Ae^{-r/\rho}-C/r^6$ be the short-range part. Inside a radius $r_s$ replace it by

$$S_{\rm in}(r)=\alpha+\beta r^{-n},$$

and leave the Coulomb term unchanged. The derivatives are $S_{\rm in}'=-n\beta r^{-n-1}$ and $S_{\rm in}''=n(n+1)\beta r^{-n-2}$. Their ratio removes $\beta$. With $\varphi=-S'(r_s)$, matching slope and curvature gives

$$n+1=\frac{r_sS''(r_s)}\varphi,\qquad \beta=\frac{\varphi r_s^{n+1}}n ,$$

and matching the value gives $\alpha=S(r_s)-\beta r_s^{-n}$.

Smoothness alone does not ensure repulsion. The total force inside $r_s$ is

$$f_{\rm in}=\varphi\left(\frac{r_s}r\right)^{n+1}-\frac K{r_s^2}\left(\frac{r_s}r\right)^2 .$$

If $n>1$, the first power is larger than the second for $r<r_s$. With $\varphi>0$ it follows that

$$f_{\rm in}>\left(\frac{r_s}r\right)^2\left[\varphi-\frac K{r_s^2}\right].$$

The bracket is the total pair force at $r_s$. If it is repulsive there, it is repulsive at every smaller distance. These two conditions, $n>1$ and $r_s$ between the pair's top and well, are sufficient. If $r_s$ lies outside the well but $n>1$ and $\varphi>0$, repulsion still wins at short distance, though the force is attractive just inside $r_s$.

At $r_s=0.15$ nm, $\varphi=221.6$ eV/nm and $S''=4824$ eV/nm$^2$, so

$$n=\frac{0.15\times4824}{221.6}-1\approx2.27 .$$

The Coulomb pull is 184 eV/nm, less than $\varphi$, and both conditions hold. The other constants are $\beta=0.199$ eV nm$^n$ and $\alpha=-7.98$ eV. At 0.05 nm the pair energy is now $+86$ eV instead of $-5855$ eV. The exponent reaches 1 at $r_s=0.143$ nm, which is a stricter inner limit here than the top at 0.130 nm.

A splice at 0.12 nm, inside the top, shows the failure. The same matching gives $n\approx-62$. The term $\beta r^{-n}$ then vanishes at the origin, the short-range energy stays finite, and Coulomb attraction pulls the pair in.

With the splice at 0.15 nm, none of 4000 anions collapsed at 6000 K in 6 ps, against 189 without it at the same temperature, friction and duration. The run illustrates the result; the force inequality establishes it for the pair.

The splice should also leave ordinary configurations alone. In the spliced cage, 0.3% of anions are inside $r_s$ at 6000 K, and about $4\times10^{-37}$ at 300 K. The cold energy surface is practically unchanged near its minimum. This does not prove that a quenched network is unchanged, since it inherits the history of the liquid.

## Weighing what the cage leaves out

**Sideways motion.** A three-dimensional flux calculation in the same rigid cage multiplies the 6000 K rate by 1.08.

**Cage size.** With cation-anion distances of 0.20 and 0.22 nm the barrier is 4.2 and 3.6 eV: over this range the looser cage protects less. To see why, write $E_b=V(r)+V(2a-r)-2V(a)$. At the top the derivative with respect to $r$ vanishes, so

$$\frac{dE_b}{da}=2\left[V'(2a-r)-V'(a)\right]\approx2(48.5-65.3)\approx-34\ \text{eV/nm}.$$

Stretching the cage raises the energy of the midpoint more than that of the top. Near $a=0.21$ nm a change of 0.01 nm shifts the barrier by 0.2 to 0.4 eV. The slope is local: the barrier peaks near 0.20 nm and is again about 4.2 eV at 0.19 nm.

**Other anions.** Give each cation five more fixed anions at octahedral positions. If the moving anion is at distance $d$ from a cation, their Coulomb repulsion on it is

$$\frac K2\left[\frac4{\sqrt{a^2+d^2}}+\frac1{a+d}\right],$$

because the squared anion charge is half the product of the two charge magnitudes. Approaching the near group costs about 7.1 eV, and leaving the far group returns about 5.8 eV. With the top located anew, the barrier becomes 5.4 eV. The product $Nkt$ at 6000 K drops from 98 to 8, and the onset rises from about 3800 to 5000 K. These two temperatures are not bounds, since relaxation of the neighbours and more distant ions are still missing.

The parameters lie in the rough regime of hafnium oxide, whose cation-anion distance is near 0.21 nm, but they are not a fitted potential for it. A temperature of 6000 K is far above the real melting point of roughly 3000 K; it stands for the overheating used to make atoms move within picoseconds. The two-cation cage is also sparser than the real oxide, where an anion typically has three or four cation neighbours. The added anions alone move the barrier by 1.4 eV; the effect of further cations was not computed. Real ions do not show this collapse, because the repulsion of electron shells and nuclei keeps growing at short distance. For a real film the calculated onset temperature therefore has no meaning. It describes a fault of the unspliced model, and its values are collected in the numerical output.

## Computed results

```
A = 4000 eV, rho = 0.027 nm, C = 1.0e-04 eV nm^6
charges +2.4, -1.2 e; K = 4.1471 eV nm
cation-anion distance 0.21 nm, anion mass 16 u
r (nm): exponential, -C/r^6, -K/r, total (eV)
  0.2100: 1.68, -1.17, -19.75, -19.24
  0.1300: 32.40, -20.69, -31.89, -20.18
  0.1000: 98.53, -100.00, -41.47, -42.94
  0.0500: 627.79, -6400.00, -82.94, -5855.16
g = 387.2, limit 7^7 e^-7 = 751.0, h = 0.03840
uncharged: top 0.1182 nm, well 0.2836 nm
charged pair: top 0.1300 nm, well 0.1636 nm
isolated charged pair barrier = 1.037 eV
cage: top at 0.1265 nm, barrier = 4.003 eV
T = 8000 K: kT = 0.6894 eV, flux rate = 7.014e-02 /ps
T = 6000 K: kT = 0.5170 eV, flux rate = 9.829e-03 /ps
T = 2000 K: kT = 0.1723 eV, flux rate = 1.690e-09 /ps
T = 300 K: kT = 0.0259 eV, flux rate = 1.076e-66 /ps
expected collapses, 500 anions, 20 ps, 6000 K = 98.3
same at 2000 K = 1.69e-05
temperature for one expected collapse = 3781 K
trajectories per run = 4000
raw 6000 K, 6 ps: 189 collapsed, rate 8.067e-03 /ps, ratio to flux 0.82
raw 8000 K, 2 ps: 411 collapsed, rate 5.421e-02 /ps, ratio 0.77
raw 2000 K, 6 ps: 0 collapsed
spliced 6000 K, 6 ps: 0 collapsed
splice radius 0.15 nm: n = 2.2662
  strength = 1.99142e-01 eV nm^n, shift = -7.9808 eV
  short-range force there = 221.56 eV/nm
  Coulomb pull there = 184.32 eV/nm
smallest splice radius with n > 1 = 0.1431 nm
spliced pair energy at 0.05 nm = 85.9 eV
misplaced splice at 0.12 nm: n = -62.1
share of anions inside splice radius, 6000 K = 2.86e-03
same at 300 K = 4.2e-37
off-line motion multiplies the 6000 K rate by 1.08
barrier at distance 0.20 nm = 4.24 eV, at 0.22 nm = 3.59 eV
with neighbouring anions: barrier = 5.39 eV
  rate at 6000 K = 8.05e-04 /ps, expected collapses = 8.0
  temperature for one expected collapse = 5004 K
```
